# Augmented Pair Densities, the G = 0 Term and the Exchange Hole

## 1. One electron

Take one electron of a given spin, in an ultrasoft pseudo-orbital $\phi$. Near one atom $\phi$ is smoother than the all-electron orbital and carries too little charge. Let one augmentation function $Q(\mathbf r)$, with integral $q$, and one projector $\beta$ repair this:

$$\rho(\mathbf r)=|\phi(\mathbf r)|^2+Q(\mathbf r)\,|\langle\beta|\phi\rangle|^2 .$$

The normalization condition of the ultrasoft method is $\langle\phi|S|\phi\rangle=1$ with $S=1+q|\beta\rangle\langle\beta|$. Written out,

$$1=\langle\phi|\phi\rangle+q\,|\langle\beta|\phi\rangle|^2=\int\rho\,d^3r .$$

A single electron does not repel itself, so its exchange hole is $-\rho(\mathbf r')$ at every reference point, and the integral of the hole is $-1$. If exchange is built from the bare $|\phi|^2$ alone while the Hartree term keeps the full $\rho$, the hole becomes $-|\phi(\mathbf r')|^2$ and contains only $-\langle\phi|\phi\rangle$. It acts on the bare density, so a constant interaction enters the exchange with weight $\langle\phi|\phi\rangle^2$ against 1 in the Hartree term, and the self-repulsion no longer cancels.

With several electrons, exchange also involves products of different orbitals. Their augmented counterparts must integrate to zero.

## 2. Definition for many orbitals

Let $\psi_n$ be all-electron partial waves in the augmentation regions and $\phi_n$ their smooth partners, equal to them outside. The indices $n,m$ include the atomic site, and $Q_{nm}$ is zero unless both belong to the same site. The indices $i,j$ label orbitals of one spin. The projectors satisfy $\langle\beta_n|\phi_m\rangle=\delta_{nm}$. If the partial waves are complete enough inside a region, then there

$$\phi_i=\sum_n\phi_n\langle\beta_n|\phi_i\rangle,\qquad \psi_i=\sum_n\psi_n\langle\beta_n|\phi_i\rangle .$$

Form $\psi_i^*\psi_j-\phi_i^*\phi_j$ from these expansions, using $\langle\beta_n|\phi_i\rangle^*=\langle\phi_i|\beta_n\rangle$. The all-electron pair density becomes $\phi_i^*\phi_j$ plus a correction, which motivates the definition

$$\rho_{ij}(\mathbf r)=\phi_i^*(\mathbf r)\phi_j(\mathbf r)+\sum_{nm}Q_{nm}(\mathbf r)\,\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_j\rangle, \tag{1}$$

$$Q_{nm}=\psi_n^*\psi_m-\phi_n^*\phi_m,\qquad q_{nm}=\int Q_{nm}\,d^3r .$$

Completeness decides how well $\rho_{ij}$ represents the all-electron product. The integral theorem below does not need it. The theorem also allows $Q_{nm}$ to be replaced by a smoother function with the same $q_{nm}$, provided $Q_{nm}^*=Q_{mn}$ is kept. This condition gives $\rho_{ij}^*=\rho_{ji}$, so $\rho_{ii}$ is real.

The index order in (1) matters when $Q_{nm}$ is complex: $n$ goes with the conjugated orbital. A test with random complex matrices reproduces orthonormality to rounding error in this order. Exchanging $n$ and $m$ in $Q$ gives an error of 0.24 in the worst element. For real symmetric $Q_{nm}$ the two orders agree.

## 3. The integral is $\delta_{ij}$

The orbitals solve a generalized eigenproblem,

$$H|\phi_i\rangle=\varepsilon_iS|\phi_i\rangle,\qquad S=1+\sum_{nm}q_{nm}|\beta_n\rangle\langle\beta_m|,$$

with $H$ Hermitian and common to all the orbitals, and $S$ Hermitian and positive definite. Multiply the equation for $j$ by $\langle\phi_i|$, and let $H$ act to the left:

$$\varepsilon_j\langle\phi_i|S|\phi_j\rangle=\langle\phi_i|H|\phi_j\rangle=\varepsilon_i\langle\phi_i|S|\phi_j\rangle .$$

Thus $(\varepsilon_i-\varepsilon_j)\langle\phi_i|S|\phi_j\rangle=0$. Different energies give S-orthogonality. Within a degenerate level an S-orthogonal basis is chosen, which positive definiteness permits. After normalization, $\langle\phi_i|S|\phi_j\rangle=\delta_{ij}$.

Now integrate (1). The projections are numbers, so only $Q_{nm}$ is integrated in the second term:

$$\int\rho_{ij}\,d^3r=\langle\phi_i|\phi_j\rangle+\sum_{nm}q_{nm}\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_j\rangle=\langle\phi_i|S|\phi_j\rangle=\delta_{ij}. \tag{2}$$

In code, the integral of $Q_{nm}$ on the density grid must agree with the $q_{nm}$ used in $S$. If the grid gives $q_{nm}^{\rm grid}$ instead, subtracting the two versions of (2) leaves

$$\int\rho_{ij}\,d^3r-\delta_{ij}=\sum_{nm}(q_{nm}^{\rm grid}-q_{nm})\langle\phi_i|\beta_n\rangle\langle\beta_m|\phi_j\rangle .$$

Converging the eigenproblem further does not remove this error. The formula assumes that the projections in (1) are those used in $S$; evaluating them with a different quadrature adds a further error.

### Different Bloch vectors

In a crystal the integral runs over a periodic box of volume $\Omega$ containing $N_k$ cells, and the orbitals are normalized in that box. For a lattice vector $\mathbf R$, a Bloch orbital satisfies $\phi_{j\mathbf k'}(\mathbf r+\mathbf R)=e^{i\mathbf k'\cdot\mathbf R}\phi_{j\mathbf k'}(\mathbf r)$. Its projection on a projector displaced by $\mathbf R$ acquires the same factor, and the conjugated orbital contributes $e^{-i\mathbf k\cdot\mathbf R}$. Both terms of (1) therefore obey

$$\rho_{i\mathbf k,j\mathbf k'}(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\rho_{i\mathbf k,j\mathbf k'}(\mathbf r),\qquad \mathbf q=\mathbf k'-\mathbf k .$$

For two different mesh vectors the sum of these phases over the box is zero, so the integral vanishes here too. Equation (2) holds with $i,j$ read as combined band and Bloch indices.

## 4. Exchange energy and its G = 0 term

For occupations 0 or 1, the exchange energy of one spin is

$$E_x=-\frac12\sum_{ij}^{\rm occ}\iint\rho_{ij}^*(\mathbf r)\,\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,\rho_{ij}(\mathbf r')\,d^3r\,d^3r' .$$

Define $\rho_{ij}(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}\rho_{ij}\,d^3r$, where $\mathbf K=\mathbf q+\mathbf G$ and $\mathbf G$ is a reciprocal-lattice vector. The inverse is $\rho_{ij}(\mathbf r)=\Omega^{-1}\sum_{\mathbf K}\rho_{ij}(\mathbf K)e^{i\mathbf K\cdot\mathbf r}$. The Coulomb interaction multiplies each component by $e^2/(\varepsilon_0K^2)$. The remaining integral is $\int\rho_{ij}^*e^{i\mathbf K\cdot\mathbf r}d^3r=\rho_{ij}(\mathbf K)^*$, hence

$$E_x=-\frac{e^2}{2\varepsilon_0\Omega}\sum_{ij}^{\rm occ}\sum_{\mathbf G}\frac{|\rho_{ij}(\mathbf q+\mathbf G)|^2}{|\mathbf q+\mathbf G|^2}. \tag{3}$$

The term $\mathbf K=0$ is undefined as written. A Brillouin-zone treatment of the singularity replaces $e^2/(\varepsilon_0\Omega K^2)$ at that point by a finite energy $u_0$. By (2), its contribution is

$$-\frac{u_0}{2}\sum_{ij}\left|\int\rho_{ij}\,d^3r\right|^2=-\frac{u_0}{2}\sum_{ij}\delta_{ij}=-\frac{Nu_0}{2}, \tag{4}$$

where $N$ is the number of electrons of this spin in the box. Orthonormality supplies the coefficient $N$. It does not supply $u_0$, and it does not remove the singularity of the diagonal pairs. Equation (4) covers only the singular part. The terms of order $K^2$ in $|\rho_{ij}(\mathbf K)|^2$, from off-diagonal and diagonal pairs alike, leave finite remainders as $\mathbf K\to0$ that (4) does not contain.

## 5. Approaching G = 0

Let $\mathbf k'=\mathbf k+\mathbf q$ with small $\mathbf q$. Assume bands separated in energy, with phases chosen so that the cell-periodic parts $u_{j\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\phi_{j\mathbf k}$ vary smoothly with $\mathbf k$. The smooth part of $\rho_{ij}(\mathbf q)$ is

$$\int e^{-i\mathbf q\cdot\mathbf r}\phi_{i\mathbf k}^*\phi_{j,\mathbf k+\mathbf q}\,d^3r=\langle u_{i\mathbf k}|u_{j,\mathbf k+\mathbf q}\rangle .$$

For augmentation centred at $\boldsymbol\tau$, put $\mathbf r=\boldsymbol\tau+\mathbf s$ and expand the exponential in $\mathbf s$:

$$\int e^{-i\mathbf q\cdot\mathbf r}Q_{nm}\,d^3r=e^{-i\mathbf q\cdot\boldsymbol\tau}\left[q_{nm}-i\mathbf q\cdot\mathbf d_{nm}+O(q^2)\right],\qquad \mathbf d_{nm}=\int\mathbf s\,Q_{nm}\,d^3s . \tag{5}$$

At $\mathbf q=0$ the two parts add to $\langle\phi_{i\mathbf k}|S|\phi_{j\mathbf k}\rangle$. Since each part varies smoothly,

$$\rho_{ij}(\mathbf q)=\delta_{ij}+O(q). \tag{6}$$

For $i=j$ the term in (3) has the $1/q^2$ singularity with unit coefficient. For $i\ne j$ the numerator is of order $q^2$, and the ratio has a finite limit that may depend on the direction of $\mathbf q$.

Equation (5) shows what the linear coefficient requires. Omitting $e^{-i\mathbf q\cdot\boldsymbol\tau}$ leaves the limit at $\mathbf q=0$ intact but introduces an error of order $q$ that depends on the choice of origin. A smoothed $Q_{nm}$ that keeps $q_{nm}$ but not $\mathbf d_{nm}$ also changes the linear term.

### The slope

For all-electron orbitals in a local potential the slope follows from perturbation theory. The Hamiltonian acting on the periodic parts is $(\mathbf p+\hbar\mathbf k)^2/2m+V$. A change $\mathbf q$ in the Bloch vector adds $(\hbar/m)\mathbf q\cdot(\mathbf p+\hbar\mathbf k)$ to first order. The admixture of band $i$ into band $j\ne i$ is therefore

$$\langle u_{i\mathbf k}|u_{j,\mathbf k+\mathbf q}\rangle=\frac{\hbar\,\mathbf q\cdot\mathbf p_{ij}}{m(\varepsilon_j-\varepsilon_i)}+O(q^2),\qquad \mathbf p_{ij}=\langle\psi_{i\mathbf k}|\mathbf p|\psi_{j\mathbf k}\rangle . \tag{7}$$

The term $\hbar\mathbf k$ drops out because the bands are orthogonal. An accurate ultrasoft calculation should reproduce this slope up to its pseudization error.

### Without augmentation

The bare product $\phi_i^*\phi_j$ tends to the constant $o_{ij}=\langle\phi_i|\phi_j\rangle$, which is in general nonzero for $i\ne j$. Its term in (3) then grows as $|o_{ij}|^2/q^2$. In three dimensions this false singularity is integrable, since the volume element supplies $q^2dq$. The exchange energy of an infinitely fine mesh stays finite, but it contains a spurious contribution. This needs a mesh refined in all three directions. On a mesh along one axis only, as in Section 7, the $1/q^2$ terms, true or false, give an energy per cell that grows in proportion to $N_k$.

### Consequence for screening

The same pair densities enter the random-phase approximation, now between occupied and empty states. Let a static potential $ue^{i\mathbf q\cdot\mathbf r}$ act on independent electrons with energies $\varepsilon_a$ and occupations $f_a$, where $a,b$ include spin. The stationary density matrix commutes with the Hamiltonian. To first order this gives

$$(\varepsilon_b-\varepsilon_a)\,\delta P_{ba}=(f_b-f_a)\,u\,\rho_{ab}(\mathbf q)^* .$$

The induced density component is $\sum_{ab}\rho_{ab}(\mathbf q)\,\delta P_{ba}$. Dividing it by $\Omega u$ gives the response $\chi_0$. With local-field effects neglected, the dielectric function is $1-e^2\chi_0/(\varepsilon_0q^2)$, or

$$\epsilon(\mathbf q)=1+\frac{e^2}{\varepsilon_0\Omega q^2}\sum_{ab}\frac{f_a-f_b}{\varepsilon_b-\varepsilon_a}\,|\rho_{ab}(\mathbf q)|^2 .$$

In a system with a gap, only pairs of one occupied and one empty state contribute. By (6) their $|\rho_{ab}|^2$ is of order $q^2$, and $\epsilon$ has a finite limit. Bare products with a constant overlap would make it diverge as $1/q^2$, so the insulator would appear to screen a static long-wavelength field completely.

## 6. The exchange-hole sum rule

Let $n(\mathbf r)=\sum_i^{\rm occ}\rho_{ii}(\mathbf r)$ be the augmented density of one spin. Where it is nonzero, define

$$n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_{ij}^{\rm occ}\rho_{ij}^*(\mathbf r)\rho_{ij}(\mathbf r'). \tag{8}$$

With this sign, $E_x$ is half the Coulomb energy between $n(\mathbf r)$ and its hole. Integrate over $\mathbf r'$ in the whole periodic box and use (2):

$$\int n_x(\mathbf r,\mathbf r')\,d^3r'=-\frac{\sum_{ij}\rho_{ij}^*(\mathbf r)\,\delta_{ij}}{n(\mathbf r)}=-\frac{\sum_i\rho_{ii}(\mathbf r)}{n(\mathbf r)}=-1. \tag{9}$$

The rule holds separately at each reference point. It is consistent with (4): a constant interaction $u_0$ gives $\tfrac12\times N\times(-1)\times u_0$.

**Fractional occupations.** If pair $ij$ is weighted by $f_if_j$, the same steps give

$$\int n_x\,d^3r'=-\frac{\sum_if_i^2\rho_{ii}(\mathbf r)}{\sum_if_i\rho_{ii}(\mathbf r)} .$$

This is not $-1$ wherever partly filled orbitals of positive density contribute. S-orthonormality is still satisfied; what fails is $f_i^2=f_i$.

**Bare products.** Using $\phi_i^*\phi_j$ in both the hole and the density gives the integral

$$-\frac{\sum_{ij}\phi_i(\mathbf r)\,o_{ij}\,\phi_j^*(\mathbf r)}{\sum_i|\phi_i(\mathbf r)|^2} .$$

This is minus a weighted average of the eigenvalues of the overlap matrix $o_{ij}$. The weights depend on $\mathbf r$. When the eigenvalues differ, the missing charge therefore varies in general with the reference point, and no single rescaling of the hole repairs it.

**Shape.** Equation (9) fixes the charge of the hole and leaves its shape free. A smoothed $Q_{nm}$ with the correct $q_{nm}$ satisfies the sum rule but can change the depth of the hole and the exchange energy.

## 7. Worked example: a layered model crystal

The potential varies along $x$ with period 0.52 nm. Each period has two attractive layers,

$$V=-V_0(1-t^2)^p,\qquad t=(x-x_c)/r_c,\quad |t|<1,\quad r_c=0.12\ \text{nm}.$$

Layer A has $V_0=36$ eV, $p=12$, $x_c=-0.125$ nm. Layer B has $V_0=25$ eV, $p=4$, $x_c=0.125$ nm. The states are uniform over a lateral square of side 0.30 nm, so the three-dimensional kernel in (3) applies and the cell volume is $0.52\times0.30^2=0.0468$ nm³. The two lowest bands are filled at four Bloch vectors along $x$, giving $N=8$ electrons of one spin. This is a chosen determinant; it is not claimed to be the ground state.

Each layer has one even partial wave $\psi$ at the reference energy $\varepsilon_r=-12.72$ eV, normalized to one inside the layer, and a smooth partner $\phi$: the even polynomial of degree six in $t$ that matches $\psi$ and its first three derivatives at $|t|=1$. The local pseudopotential is zero. With kinetic operator $T$, define

$$\chi=(\varepsilon_r-T)\phi,\quad B=\langle\phi|\chi\rangle,\quad \beta=\chi/B,\quad D=B+\varepsilon_rq .$$

The layer adds $D|\beta\rangle\langle\beta|$ to $H$ and $q|\beta\rangle\langle\beta|$ to $S$. Since $\langle\beta|\phi\rangle=1$, the partner satisfies $(H-\varepsilon_rS)\phi=-\chi+(D-\varepsilon_rq)\beta=-\chi+B\beta=0$, as required. For this partner the missing charges are $q_A=0.545$ and $q_B=0.327$; another choice of partner gives other values. Over the mesh, the two bands differ from the all-electron ones by at most 0.021 eV.

**Integrals.** At $k=3.021$ nm⁻¹ the bare products give

$$o_{11}=0.5006,\qquad o_{22}=0.6407,\qquad |o_{12}|=0.0728 .$$

Augmentation supplies $1-0.5006=0.4994$ and $1-0.6407=0.3593$ on the diagonal, and cancels the off-diagonal overlap. For the lowest four bands the remaining error is about $2\times10^{-11}$ on a grid of 1040 points per period with the layer edges on grid points. It comes from evaluating the projections on that grid, and it rises to a few times $10^{-9}$ when the grid is shifted off the edges.

The sum in (4) is 8.000 with augmentation and 2.686 without it. The bare value can be followed at this $k$:

$$0.5006^2+0.6407^2+2(0.0728)^2=0.672 .$$

Pairs with different Bloch vectors contribute nothing, so 2.686 is the sum of four such terms, one per $k$, with mean $2.686/4=0.672$. That the term at this $k$ matches the mean to three figures is a feature of this example and is not a general identity.

**Small $q$.** At $q=0.01$ nm⁻¹ the augmented pair has $|\rho_{12}|=6.578\times10^{-4}$, a slope of 0.0658 nm. Equation (7), evaluated with all-electron orbitals, gives the limit 0.0662 nm. The ultrasoft ratio still depends on $q$: at $q=0.02$ nm⁻¹, $|\rho_{12}|=1.319\times10^{-3}$ and the ratio is 0.06595 nm, against 0.06578 nm at 0.01 nm⁻¹. Linear extrapolation to $q=0$ gives $2(0.06578)-0.06595\approx0.0656$ nm, about 0.9% below the all-electron slope. With $e^2/\varepsilon_0=18.095$ eV nm, the magnitude of the Coulomb term, before the factor $-\tfrac12$ and for one cell volume, is

$$\frac{18.095\,(6.578\times10^{-4})^2}{0.0468\,(0.01)^2}\ \text{eV}=1.67\ \text{eV}.$$

For a box of $N_k$ cells it is divided by $N_k$; this $q$ is not on the four-point mesh and would need about 1200 cells. The diagonal pairs leave finite remainders as well: $|\rho_{11}|^2-1$ and $|\rho_{22}|^2-1$ in place of $|\rho_{12}|^2$ give about $-2.1$ and $-2.8$ eV. The bare pair has $|\rho_{12}|=0.0731$, and the same expression gives $2.06\times10^4$ eV. When $q$ is halved from 0.02 to 0.01 nm⁻¹, the augmented term changes from 1.68 to 1.67 eV, while the bare one grows from $5.20\times10^3$ to $2.06\times10^4$ eV, close to the factor of four expected from $1/q^2$.

Both functions $Q$ are even about their layer centres and have no dipole. Replacing them by smoothed even functions of the same charge, $35(1-t^2)^3/(32r_c)$ times $q_A$ or $q_B$, leaves this slope unchanged within the tested 1%. That result should not be carried over to augmentation functions with a dipole.

**Hole.** The charge of the hole at the sampled reference points is:

- $-1.00000$ at every point, with either the exact or the smoothed $Q$;
- between $-0.671$ and $-0.470$ without $Q$;
- between $-0.988$ and $-0.589$ with the exact $Q$, when the upper band is half filled.

The depth behaves differently. With the reference point at the centre of layer A, the hole there, as a density per length along $x$, is $-11.80$ nm⁻¹ with the exact $Q$ and $-8.48$ nm⁻¹ with the smoothed one. The all-electron value is $-11.62$ nm⁻¹. Relative to it, the exact $Q$ makes the hole 1.6% too deep and the smoothed $Q$ makes it 27% too shallow, although both holes contain one electron. The second figure belongs to the shape $(1-t^2)^3$; the shapes $(1-t^2)^2$ and $(1-t^2)^6$ with the same charge give 33% and 13%.

The numerical check integrates the pair densities on a grid separate from the quadrature that supplies $q_{nm}$ to $S$, so it also tests the grid consistency required in Section 3.

## Table of computed values

```
hbar^2/(2m) = 0.038100 eV nm^2
e^2/epsilon_0 = 18.0951 eV nm
period = 0.52 nm, lateral box = 0.3 nm, r_c = 0.12 nm
cell volume = 0.0468 nm^3
layer A: centre -0.125 nm, depth 36.0 eV, power 12
  q = 0.54471 (dimensionless), D = -15.3268 eV
layer B: centre 0.125 nm, depth 25.0 eV, power 4
  q = 0.32684 (dimensionless), D = -14.3818 eV
reference energy = -12.7166 eV
k used for pairs = 3.0208 nm^-1
all-electron bands 1,2 there (eV): [-13.428  -12.0056]
ultrasoft bands 1,2 there (eV): [-13.41   -11.9917]
largest band deviation on mesh = 0.0212 eV
plain integral 11 = 0.50055
plain integral 22 = 0.64071
plain integral |12| = 0.07277
augmented: max |integral - delta|, 4 bands = 1.7e-11
random complex q_nm: max error = 8.4e-15
same with n,m exchanged in Q: max error = 0.24
pair 12: q (nm^-1), |rho| augmented, |rho| plain,
         head augmented (eV), head plain (eV)
  0.04  2.649e-03  7.395e-02  1.6959  1321.41
  0.02  1.319e-03  7.336e-02  1.6806  5201.55
  0.01  6.578e-04  7.306e-02  1.6730  20640.41
slope |rho_12|/q, ultrasoft = 0.06578 nm
slope from all-electron momentum = 0.06621 nm
electrons of one spin in box = 8, k points = 4
sum_ij |integral rho_ij|^2: augmented = 8.00000
sum_ij |integral rho_ij|^2: plain = 2.68645
hole charge, exact Q: min -1.00000, max -1.00000
hole charge, smoothed Q: min -1.00000, max -1.00000
hole charge, no Q: min -0.67100, max -0.46960
hole charge, exact Q, f=1 and 0.5: min -0.98761, max -0.58852
hole at its own reference point, centre of layer A (nm^-1):
  exact Q -11.8029, smoothed Q -8.4826, no Q -3.6539
  all-electron value -n = -11.6182
```
